# Potential of a periodic surface charge on a grounded dielectric film, part 1

(Sections cited here and not found follow in the second part.)

## 1. The response of one Fourier mode

### Definitions and conventions

A dielectric film fills the region $0<z<h$ on a metal plane at $z=0$, whose potential is zero. The film has permittivity $\epsilon_1$. A second medium, of permittivity $\epsilon_2$, fills the half-space $z>h$. SI units are used, and $\epsilon_1,\epsilon_2$ are absolute permittivities: $\epsilon_i=k_i\epsilon_0$, with $k_i$ the relative permittivity.

The interface $z=h$ carries a sheet of free charge. Free charge means charge placed there in addition to the polarization charge of the media, which the permittivities already take into account. Consider first a single sinusoidal mode,

$$\sigma(x)=\sigma_q\cos(qx),\qquad q>0. \tag{1}$$

Here $\sigma_q$ is a charge per area and $2\pi/q$ is the period. The potential $\phi$ gives the field $\mathbf E=-\nabla\phi$. Its value on the interface will turn out to be $\phi_q\cos(qx)$, and the quantity sought is the ratio

$$G(q)\equiv\frac{\phi_q}{\sigma_q}=\frac{1}{q\left[\epsilon_2+\epsilon_1\coth(qh)\right]}. \tag{2}$$

This is a potential per charge density, with unit V m$^2$/C. It is not the potential of a point charge, which is built from $G$ in the second half.

The assumptions are these. The charges are at rest. Both media are linear, uniform and isotropic. The metal is an ideal conductor. The sheet extends without limit in the lateral directions, no other free charge is present, and the potential of a mode with $q>0$ dies out far above the sheet.

### Solving Laplace's equation

Away from the sheet there is no free charge, so $\nabla\cdot(\epsilon\nabla\phi)=0$. Within each medium $\epsilon$ is constant, which leaves $\nabla^2\phi=0$. Try the form $\phi(x,z)=f(z)\cos(qx)$. Two derivatives with respect to $x$ multiply the cosine by $-q^2$, so

$$\nabla^2\phi=\left[f''(z)-q^2f(z)\right]\cos(qx)=0
\quad\Longrightarrow\quad f''=q^2f. \tag{3}$$

The general solution is a combination of $\sinh(qz)$ and $\cosh(qz)$, or equally of $e^{qz}$ and $e^{-qz}$. In the film, the ground requires $f(0)=0$, which removes the hyperbolic cosine. Above the film, decay removes the growing exponential. Let $\phi_q=f(h)$. The potential must be continuous at the sheet, since a jump would mean an infinite field. Both pieces are therefore scaled to take the value $\phi_q$ at $z=h$:

$$f(z)=\phi_q\,\frac{\sinh(qz)}{\sinh(qh)}\quad(0\le z\le h),\qquad
f(z)=\phi_q\,e^{-q(z-h)}\quad(z\ge h). \tag{4}$$

One condition remains. Gauss's law for a flat box around a piece of the sheet says that the upward displacement just above, minus the upward displacement just below, equals the free charge per area. The upward displacement is $D_z=-\epsilon\,\partial\phi/\partial z$. After division by $\cos(qx)$ this reads

$$-\epsilon_2f'(h^+)+\epsilon_1f'(h^-)=\sigma_q. \tag{5}$$

The slopes follow from (4):

$$f'(h^-)=\phi_q\,q\,\frac{\cosh(qh)}{\sinh(qh)}=\phi_q\,q\coth(qh),\qquad
f'(h^+)=-q\,\phi_q. \tag{6}$$

The slope above is negative, so its minus sign cancels the one in (5), and both terms are positive:

$$q\left[\epsilon_2+\epsilon_1\coth(qh)\right]\phi_q=\sigma_q. \tag{7}$$

Division by the bracket and by $q$ gives (2).

The trial form has met every condition, but it must also be shown that no other potential does. Let $u$ be the difference between two solutions that have the period of the charge and decay upwards. The charge cancels in the difference, so $\nabla\cdot(\epsilon\nabla u)=0$ everywhere, with $u$ and $\epsilon\,\partial u/\partial z$ continuous at $z=h$. Multiply by $u$ and integrate by parts over one period in $x$ and all $z>0$. The terms from the two sides cancel by periodicity. The bottom term vanishes because $u=0$ there, the top term vanishes by decay, and the two interface terms cancel by continuity. What is left is

$$\int\epsilon\,|\nabla u|^2\,dx\,dz=0. \tag{8}$$

Since $\epsilon>0$, the gradient of $u$ vanishes. Thus $u$ is constant, and its value at the ground is zero. The solution is unique.

### Capacitance and the division of flux

The inverse of $G$ is a capacitance per area,

$$C(q)=\frac{\sigma_q}{\phi_q}=\epsilon_2q+\epsilon_1q\coth(qh). \tag{9}$$

It is a sum, as for two capacitors in parallel: the same interface potential drives flux upwards into the half-space and downwards into the film. The fraction of the flux that enters the film is

$$s(q)=\frac{\epsilon_1\coth(qh)}{\epsilon_2+\epsilon_1\coth(qh)}. \tag{10}$$

Not all of this flux reaches the metal. At $z=0$ the upward displacement has amplitude $-\epsilon_1f'(0)=-\epsilon_1q\phi_q/\sinh(qh)$, and this is the amplitude $\sigma_{\rm ind}$ of the charge induced on the metal surface. Inserting (7) and multiplying numerator and denominator by $\sinh(qh)$ gives

$$\frac{\sigma_{\rm ind}}{\sigma_q}=-\frac{\epsilon_1}{\epsilon_1\cosh(qh)+\epsilon_2\sinh(qh)}. \tag{11}$$

If both $qh$ and $\epsilon_2qh/\epsilon_1$ are small, the ratio is close to $-1$, so each piece of charge faces its own image in the metal. For $qh\gg1$ it falls as $e^{-qh}$. The flux then leaves a positive half-period and ends on the neighbouring negative one, and the metal takes little part.

### Energy

The energy gives a second route to the same result. The work needed to assemble the charge, per area and averaged over $x$, is half the mean of charge times potential. The mean of $\cos^2(qx)$ is $1/2$, so

$$w=\tfrac12\,\overline{\sigma\phi}=\tfrac14\,\sigma_q\phi_q=\tfrac14\,\sigma_q^2\,G(q). \tag{12}$$

The field energy must agree. The field components are $-f'\cos(qx)$ and $qf\sin(qx)$, so the mean energy density is $\tfrac14\epsilon\,(f'^2+q^2f^2)$. In the film, $\cosh^2(qz)+\sinh^2(qz)=\cosh(2qz)$ gives

$$w_1=\frac{\epsilon_1q^2\phi_q^2}{4\sinh^2(qh)}\int_0^h\cosh(2qz)\,dz
=\frac{\epsilon_1q^2\phi_q^2}{4\sinh^2(qh)}\,\frac{\sinh(2qh)}{2q}
=\tfrac14\epsilon_1q\,\phi_q^2\coth(qh), \tag{13}$$

where the last step uses $\sinh(2qh)=2\sinh(qh)\cosh(qh)$. Above the film $f'^2=q^2f^2$, so

$$w_2=\tfrac12\epsilon_2q^2\phi_q^2\int_0^\infty e^{-2qs}\,ds=\tfrac14\epsilon_2q\,\phi_q^2. \tag{14}$$

The sum is $\tfrac14C(q)\phi_q^2=\tfrac14\sigma_q\phi_q$, in agreement with (12).

### Long and short periods

Since $\coth=1/\tanh$, equation (2) can be written as

$$G(q)=\frac{\tanh(qh)}{q\left[\epsilon_1+\epsilon_2\tanh(qh)\right]}. \tag{15}$$

For small $qh$, $\tanh(qh)=qh+O(q^3h^3)$. If $\epsilon_2qh/\epsilon_1$ is small as well, the denominator can be expanded to first order:

$$G(q)=\frac{h}{\epsilon_1}\left[1-\frac{\epsilon_2}{\epsilon_1}\,qh+O(q^2h^2)\right]. \tag{16}$$

The leading term is the parallel-plate result. The first correction comes from flux that escapes into the upper medium. A high permittivity above the film makes the correction larger, which is why $qh\ll1$ alone does not suffice.

The uniform mode $q=0$ needs a separate remark. The potential above the film is then linear in $z$ and cannot decay. If no other grounded body is near, and the charged area is much wider than both $h$ and $h\epsilon_2/\epsilon_1$, the field above is taken as zero. All the flux goes down, the film carries the field $\sigma/\epsilon_1$, and the interface potential is $\sigma h/\epsilon_1$. This is the limit of (16), so one may set $G(0)=h/\epsilon_1$.

For $qh\gg1$, $\coth(qh)\to1$ and

$$G(q)\to\frac{1}{q(\epsilon_1+\epsilon_2)}. \tag{17}$$

The film thickness has dropped out. The potential is that of a sheet between two half-spaces, and it is proportional to the period.

Between the limits $G$ falls steadily with $q$. With $y=qh$,

$$\frac{d}{dy}\left(y\coth y\right)=\frac{\sinh y\cosh y-y}{\sinh^2y}>0, \tag{18}$$

because $\sinh y>y$ and $\cosh y>1$ for $y>0$. Both terms of $C(q)$ therefore grow with $q$. It follows that $G(q)<h/\epsilon_1$ for every $q>0$: a ripple of charge gives less potential than a uniform charge of the same amplitude on the same film.

### Layered and anisotropic films

The capacitance form (9) extends to films that are not uniform. Define the downward loading $Y(z)=\epsilon f'(z)/f(z)$, the downward displacement divided by the potential. For a uniform film $Y(h)=\epsilon_1q\coth(qh)$. In general

$$G(q)=\frac{1}{\epsilon_2q+Y}, \tag{19}$$

with $Y$ taken just below the sheet.

Let a layer of thickness $t$ and permittivity $\epsilon'$ lie on a structure whose loading is $Y_1$. Let $u$ be the height above the bottom of this layer and $f_0$ the potential there. The displacement is continuous at the bottom, so $\epsilon'f'(0)=Y_1f_0$ and

$$f(u)=f_0\left[\cosh(qu)+\frac{Y_1}{\epsilon'q}\sinh(qu)\right]. \tag{20}$$

Form $\epsilon'f'/f$ at $u=t$, multiply numerator and denominator by $\epsilon'q$, and divide both by $\cosh(qt)$:

$$Y_2=\epsilon'q\,\frac{Y_1+\epsilon'q\tanh(qt)}{\epsilon'q+Y_1\tanh(qt)}. \tag{21}$$

As $q\to0$ this becomes $1/Y_2=1/Y_1+t/\epsilon'$, the rule for capacitors in series.

A film may also have permittivity $\epsilon_\perp$ along $z$ and $\epsilon_\parallel$ in the plane. Equation (3) is then replaced by $\epsilon_\perp f''=\epsilon_\parallel q^2f$. The solution that vanishes at the ground is $\sinh(pz)$ with $p=q\sqrt{\epsilon_\parallel/\epsilon_\perp}$, and $Y=\epsilon_\perp p\coth(ph)$ becomes

$$Y=\sqrt{\epsilon_\perp\epsilon_\parallel}\;q\coth\!\left(qh\sqrt{\epsilon_\parallel/\epsilon_\perp}\right). \tag{22}$$

At $q\to0$ this tends to $\epsilon_\perp/h$, so the in-plane permittivity has no effect on the uniform mode.

### A numerical test of the response

Equation (2) was compared with a finite-element solution of $(\epsilon f')'=\epsilon q^2f$ across film and half-space, with unit charge at the interface. That calculation uses neither the hyperbolic functions in (4) nor the matching in (7). The pairs $(k_1,k_2)=(2.7,1)$ and $(1.5,4)$ were taken, each with $qh=0.05$, $0.4$, $1.5$ and $5$. The largest error of $G$, relative to (2), was $9.2\times10^{-7}$. The potential at mid-height of the film agreed with (4) to better than one part in $10^4$ in all eight cases.

## 2. General patterns, discrete charges and a charged low-k film

### Results carried over

The film has thickness $h$ and permittivity $\epsilon_1=k_1\epsilon_0$, and lies on a grounded plane at $z=0$. The medium above has permittivity $\epsilon_2=k_2\epsilon_0$. A sheet charge $\sigma_q\cos(qx)$ at $z=h$ produces the interface potential $G(q)\sigma_q\cos(qx)$, with $G$ given by (2) and $G(0)=h/\epsilon_1$. At height $s$ above the sheet the potential of the mode is smaller by the factor $e^{-qs}$. In the film it follows $\sinh(qz)/\sinh(qh)$. For a layered or anisotropic film, $G=1/(\epsilon_2q+Y)$, with $Y$ from (21) or (22).

### Superposition

The equations are linear, so a general pattern is handled mode by mode. For a periodic charge $\sigma(x)=\sum_n\sigma_n\cos(nqx)$,

$$\phi(x,h)=\sum_{n\ge0}G(nq)\,\sigma_n\cos(nqx). \tag{23}$$

Since $G$ falls with wavenumber, the potential is smoother than the charge.

This was tested on the pattern $\sigma\propto\exp[\cos(x/h)]$, which contains a mean and all harmonics, with $k_1=2.7$ and $k_2=1$. A two-dimensional finite-volume solution, which makes no use of separation into modes, differed from (23) by at most $8.8\times10^{-5}$ of the largest potential.

### One point charge

A point charge $Q$ on the interface at the lateral origin has density

$$Q\,\delta(x)\delta(y)=Q\int\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\mathbf r}, \tag{24}$$

where $\mathbf r$ is the lateral position. Each plane wave responds with $G(q)e^{-qs}$, because $G$ depends on the length of $\mathbf q$ but not on its direction. The integral over direction gives $2\pi J_0(qr)$, with $J_0$ the Bessel function of order zero. With $d^2q=q\,dq\,d\theta$ the potential is

$$v(r,s)=\frac{Q}{2\pi}\int_0^\infty qG(q)J_0(qr)e^{-qs}\,dq. \tag{25}$$

This integral can be turned into a sum of image charges. Set $X=e^{-2qh}$, so that $\coth(qh)=(1+X)/(1-X)$, and define

$$b=\frac{\epsilon_1-\epsilon_2}{\epsilon_1+\epsilon_2},\qquad |b|<1. \tag{26}$$

Then

$$qG=\frac{1-X}{\epsilon_2(1-X)+\epsilon_1(1+X)}
=\frac{1}{\epsilon_1+\epsilon_2}\,\frac{1-X}{1+bX}. \tag{27}$$

The geometric series $1/(1+bX)=\sum_n(-b)^nX^n$ converges because $|bX|<1$. In the product with $1-X$, the coefficient of $X^n$ for $n\ge1$ is $(-b)^n-(-b)^{n-1}=-(1+b)(-b)^{n-1}$. Hence

$$qG=\frac{1}{\epsilon_1+\epsilon_2}\left[1-(1+b)\sum_{n\ge1}(-b)^{n-1}e^{-2nqh}\right]. \tag{28}$$

Each term now needs the integral of $J_0(qr)e^{-qa}$ with $a>0$. Write $J_0(qr)$ as the angular mean of $e^{iqr\cos\theta}$ and integrate over $q$ first. This gives the mean of $1/(a-ir\cos\theta)$. The imaginary part averages to zero, and

$$\int_0^\infty J_0(qr)e^{-qa}dq=\frac1{2\pi}\int_0^{2\pi}\frac{a\,d\theta}{a^2+r^2\cos^2\theta}
=\frac1\pi\int_{-\infty}^{\infty}\frac{a\,dt}{a^2t^2+a^2+r^2}=\frac1{\sqrt{r^2+a^2}}. \tag{29}$$

The second step substitutes $t=\tan\theta$ and counts the two half-circles. With (28) and (29), equation (25) becomes

$$v(r,s)=\frac{Q}{2\pi(\epsilon_1+\epsilon_2)}\left[\frac1{\sqrt{r^2+s^2}}-(1+b)\sum_{n\ge1}\frac{(-b)^{n-1}}{\sqrt{r^2+(s+2nh)^2}}\right]. \tag{30}$$

The first term is the charge between two half-spaces. The rest are images at depths $2nh$ below the interface. If $\epsilon_1=\epsilon_2$, then $b=0$ and one image remains, as for a charge above a metal plane.

On the interface, far from the charge, the images nearly cancel the direct term. Set $s=0$ and expand $1/\sqrt{r^2+4n^2h^2}\approx(1/r)(1-2n^2h^2/r^2)$. With $y=-b$, the sums needed are

$$\sum_{n\ge1}y^{n-1}=\frac1{1-y},\qquad
\sum_{n\ge1}n^2y^{n-1}=\frac{d}{dy}\frac{y}{(1-y)^2}=\frac{1+y}{(1-y)^3}. \tag{31}$$

The first sum equals $1/(1+b)$, so the terms in $1/r$ cancel. The second leaves

$$v\to\frac{Q}{2\pi(\epsilon_1+\epsilon_2)}\,\frac{2h^2(1-b)}{(1+b)^2r^3}
=\frac{Q\,\epsilon_2h^2}{2\pi\epsilon_1^2r^3}, \tag{32}$$

where $1-b=2\epsilon_2/(\epsilon_1+\epsilon_2)$ and $1+b=2\epsilon_1/(\epsilon_1+\epsilon_2)$ were used. The law needs $r\gg h$ and also $r\gg h\epsilon_2/\epsilon_1$, the two lengths that appear in (16). For $k_1=2.7$, $k_2=1$ it is still 5 % low at $r=10h$. If $\epsilon_1\gg\epsilon_2$ the tail is weak, and a part of the potential that decays as $e^{-\pi r/2h}$ outweighs it out to several $h$: at $r=5h$ and $k_2=1$ the potential is 2.4 times the law for $k_1=25$ and 14 times for $k_1=300$. At $r=100h$, with $k_1=2.7$ and $k_2=1$, it agreed with the series (30) to within 0.2 %.

We now have the potential of a single charge mode, of a general periodic pattern and of a point charge on the film, with extensions of the mode response to layered and anisotropic films. What remains is to find the fluctuations caused by discrete charges, and to apply the results to a charged low-k film and examine what the simple model leaves out.
